# Coulomb repulsion and exact exchange in a Slater determinant

A program that evaluates exact exchange, for Hartree-Fock or for the exact-exchange fraction of a hybrid functional, must be given a density matrix and a prefactor. For a closed-shell determinant, in which both spins occupy the same spatial orbitals, one may pass the total density matrix, summed over spin, with the factor $-\tfrac14$. For a radical or an open-shell atom, one has to decide whether that is still allowed or whether the two spins must be treated separately. The answer follows from the Coulomb repulsion of a Slater determinant. The spins must be separated, and the error made otherwise has, for given orbitals, a simple form, equation (16).

## The determinant and its pair density

We use Hartree atomic units, in which two electrons at distance $r_{12}$ repel with energy $1/r_{12}$. Let $x=(\mathbf r,s)$ denote position and spin, with $s=\uparrow,\downarrow$, and let $\int dx$ mean $\sum_s\int d\mathbf r$. The $N$ occupied spin orbitals are orthonormal,

$$\int \psi_i^*(x)\,\psi_j(x)\,dx=\delta_{ij}, \tag{1}$$

and the normalized determinant is a sum over permutations $P$ of the orbital labels:

$$\Psi(x_1,\dots,x_N)=\frac{1}{\sqrt{N!}}\sum_P \operatorname{sgn}(P)\prod_{k=1}^{N}\psi_{P(k)}(x_k). \tag{2}$$

The repulsion operator is $W=\sum_{k<l}1/r_{kl}$. Exchanging two electrons changes the sign of $\Psi$ and leaves $|\Psi|^2$ unchanged. By renaming integration variables, each of the $N(N-1)/2$ pairs can therefore be turned into the pair $(1,2)$, and all pairs contribute equally. With the pair density

$$\Gamma(x_1,x_2)=N(N-1)\int|\Psi|^2\,dx_3\cdots dx_N, \tag{3}$$

the expectation value is

$$\langle W\rangle=\frac12\iint\frac{\Gamma(x_1,x_2)}{r_{12}}\,dx_1dx_2. \tag{4}$$

The pair density counts ordered pairs, and the factor $\tfrac12$ corrects for counting each pair twice.

Now insert (2) into (3), with permutation $P$ for $\Psi^*$ and $Q$ for $\Psi$. Each integral over $x_k$ with $k\ge3$ is an overlap of the form (1), so

$$\Gamma(x_1,x_2)=\frac{N(N-1)}{N!}\sum_{P,Q}\operatorname{sgn}(P)\operatorname{sgn}(Q)\,\psi^*_{P(1)}(x_1)\psi^*_{P(2)}(x_2)\psi_{Q(1)}(x_1)\psi_{Q(2)}(x_2)\prod_{k=3}^{N}\delta_{P(k)Q(k)}. \tag{5}$$

A term survives if $Q$ agrees with $P$ in places $3$ to $N$. The two remaining labels are then the same for $P$ and $Q$, and they can be arranged in two ways:

- $Q(1)=P(1)$ and $Q(2)=P(2)$. Then $Q=P$, and the product of signs is $+1$.
- $Q(1)=P(2)$ and $Q(2)=P(1)$. Then $Q$ differs from $P$ by one interchange, and the product of signs is $-1$.

Call $P(1)=i$ and $P(2)=j$, with $i\neq j$. The other $N-2$ labels can be placed in $(N-2)!$ ways, all giving the same term. The prefactor becomes $N(N-1)(N-2)!/N!=1$, and

$$\Gamma(x,x')=\sum_{i\ne j}\Big[|\psi_i(x)|^2|\psi_j(x')|^2-\psi_i^*(x)\psi_j^*(x')\psi_j(x)\psi_i(x')\Big]. \tag{6}$$

The minus sign of exchange is the sign of a single interchange.

For $i=j$ the two terms in the bracket are equal and cancel. We may therefore let both indices run freely. This adds zero in total, but it adds a positive self-repulsion to the first sum and an equal negative amount to the second. The benefit is that both double sums now factorize. Define

$$\gamma(x,x')=\sum_i\psi_i(x)\psi_i^*(x'),\qquad \gamma(x',x)=\gamma(x,x')^*. \tag{7}$$

The first sum in (6) is $\gamma(x,x)\gamma(x',x')$. The second is

$$\Big[\sum_i\psi_i(x')\psi_i^*(x)\Big]\Big[\sum_j\psi_j(x)\psi_j^*(x')\Big]=\gamma(x',x)\gamma(x,x')=|\gamma(x,x')|^2,$$

and therefore

$$\Gamma(x,x')=\gamma(x,x)\,\gamma(x',x')-|\gamma(x,x')|^2. \tag{8}$$

The square is a modulus squared. This matters whenever $\gamma$ has an imaginary part, which complex orbitals can give it, since $\operatorname{Re}\gamma^2=|\gamma|^2-2(\operatorname{Im}\gamma)^2$. The plain square would then make the exchange energy too weak. In a lattice model with five sites in a row, three up and two down electrons in random complex orbitals, and a repulsion $1/(1+d)$ between sites a distance $d$ apart, the repulsion summed from the full wave function is 4.583 model units. Equation (8) reproduces it, while the plain square gives 4.896.

## Separating the spins

So far the spin orbitals could be any orthonormal set. Now assume that each is a spatial orbital times a pure spin state, $\psi_i(x)=\varphi_i(\mathbf r)\,\delta_{s\sigma_i}$, where $\sigma_i$ is up or down. In $\gamma(\mathbf r s,\mathbf r's')$ each term carries the factor $\delta_{s\sigma_i}\delta_{s'\sigma_i}$, which vanishes if $s\ne s'$. What remains is one spatial density matrix for each spin,

$$\gamma_\sigma(\mathbf r,\mathbf r')=\sum_{i\in\sigma}\varphi_i(\mathbf r)\varphi_i^*(\mathbf r'),\qquad n_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r), \tag{9}$$

where $i\in\sigma$ means the occupied orbitals of spin $\sigma$. Equation (8) becomes

$$\Gamma_{\sigma\sigma'}(\mathbf r,\mathbf r')=n_\sigma(\mathbf r)n_{\sigma'}(\mathbf r')-\delta_{\sigma\sigma'}|\gamma_\sigma(\mathbf r,\mathbf r')|^2. \tag{10}$$

Put this into (4) and sum over both spins. With $n=n_\uparrow+n_\downarrow$, the first term gives $\sum_{\sigma\sigma'}n_\sigma n_{\sigma'}=n(\mathbf r)n(\mathbf r')$. In the second, the Kronecker delta leaves a single spin sum. The result is

$$\langle W\rangle=U+E_x,\qquad U=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r', \tag{11}$$

$$\boxed{E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'} \tag{12}$$

The Hartree energy $U$ is the classical self-repulsion of the charge cloud $n$. The exchange energy is negative, because the integrand in (12) is nowhere negative. Its factor $\tfrac12$ is the pair-counting factor of (4).

The derivation did not require the orbitals to solve any particular equation. Formula (12) holds for Hartree-Fock orbitals, for Kohn-Sham orbitals from a hybrid calculation, and for a poor trial guess, as long as the orbitals are orthonormal as in (1). It rests on two further conditions:

- **Pure spin.** If orbitals mix up and down, as in noncollinear magnetism, $\gamma(\mathbf r\!\uparrow,\mathbf r'\!\downarrow)$ need not vanish. Equation (8) still holds, but (12) lacks the opposite-spin blocks. In a spin-mixed lattice determinant the full wave function gives 4.264 model units, whereas the same-spin blocks alone give 4.614.
- **One determinant.** The step from (5) to (6) used a single set of occupied orbitals. For a superposition of determinants there are cross terms, and the pair density is in general not fixed by $\gamma$ through (8).

## Orbital form and self-interaction

The same energies can be written with integrals over orbitals. Define

$$J_{ij}=\iint\frac{|\varphi_i(\mathbf r)|^2|\varphi_j(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r',\qquad K_{ij}=\iint\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'. \tag{13}$$

Multiplying $\gamma_\sigma$ by its conjugate gives the double sum of $\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')\varphi_i^*(\mathbf r)\varphi_i(\mathbf r')$, which is the numerator of $K_{ij}$. Hence

$$U=\frac12\sum_{ij}J_{ij},\qquad E_x=-\frac12\sum_\sigma\sum_{i,j\in\sigma}K_{ij}. \tag{14}$$

Since $K_{ii}=J_{ii}$, the diagonal terms cancel in the sum $U+E_x$. The off-diagonal terms occur twice, as $(i,j)$ and $(j,i)$, which removes the factor $\tfrac12$:

$$\langle W\rangle=\sum_{i<j}\big(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij}\big). \tag{15}$$

Exchange thus does two things. It removes the repulsion of each electron with itself, which $U$ contains, and it changes the repulsion between different electrons of equal spin. The second change is a reduction, because $K_{ij}\ge0$. To see this, let $\rho=\varphi_i^*\varphi_j$ and let $V(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r'$ be its potential, so that $\nabla^2V=-4\pi\rho$. Then $K_{ij}=\int\rho V^*d\mathbf r=-\frac1{4\pi}\int V^*\nabla^2V\,d\mathbf r=\frac1{4\pi}\int|\nabla V|^2d\mathbf r$. The last step is an integration by parts, whose surface term vanishes for localized orbitals.

Two small cases check the factors. For one electron, $|\gamma_\sigma(\mathbf r,\mathbf r')|^2=n(\mathbf r)n(\mathbf r')$, so $E_x=-U$ and the repulsion is zero, as it must be. For two electrons of opposite spin in one orbital, $n=2|\varphi|^2$. Then $U=\tfrac12\cdot4J=2J$, each spin contributes $-\tfrac12J$ to $E_x$, and $\langle W\rangle=2J-J=J$, the repulsion of one pair.

## The total density matrix and open shells

We can now settle the opening question. Let $\gamma_t=\gamma_\uparrow+\gamma_\downarrow$ and $\gamma_m=\gamma_\uparrow-\gamma_\downarrow$. Adding $|\gamma_t|^2$ and $|\gamma_m|^2$ cancels the cross terms and leaves $2|\gamma_\uparrow|^2+2|\gamma_\downarrow|^2$. Equation (12) is therefore the same as

$$E_x=-\frac14\iint\frac{|\gamma_t|^2}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'-\frac14\iint\frac{|\gamma_m|^2}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'. \tag{16}$$

In a closed shell both spins occupy the same spatial orbitals, $\gamma_m=0$, and the first term suffices. In an open shell the first term alone misses a negative contribution, so the exchange energy comes out too weak. The condition is $\gamma_m=0$, not equal numbers of up and down electrons: the unrestricted solution of H$_2$ stretched to 4 Å has one electron of each spin on different atoms, and the first term gives only about half of its $E_x$. The second term is the error at fixed orbitals; if the orbitals are relaxed with the wrong formula, the error in the total energy differs from it. For a screened hybrid, $1/|\mathbf r-\mathbf r'|$ is replaced by the screened interaction in both terms, and the size of the error changes with it.

## The exchange hole

Setting $\mathbf r'=\mathbf r$ in (10) for equal spins gives $\Gamma_{\sigma\sigma}(\mathbf r,\mathbf r)=n_\sigma^2-n_\sigma^2=0$. Two electrons of equal spin are not found at the same place. For opposite spins the pair density is the plain product $n_\uparrow(\mathbf r)n_\downarrow(\mathbf r')$, so finding one electron at $\mathbf r$ does not change the probability of finding an electron of opposite spin at $\mathbf r'$: the determinant has no hole between opposite spins. That deficiency is part of what correlation methods repair.

The amount of charge removed around an electron follows from orthonormality:

$$\int|\gamma_\sigma(\mathbf r,\mathbf r')|^2d\mathbf r'=\sum_{i,j\in\sigma}\varphi_i(\mathbf r)\varphi_j^*(\mathbf r)\int\varphi_i^*(\mathbf r')\varphi_j(\mathbf r')\,d\mathbf r'=\sum_{i\in\sigma}|\varphi_i(\mathbf r)|^2=n_\sigma(\mathbf r). \tag{17}$$

Wherever $n_\sigma(\mathbf r)\neq0$, define the exchange hole $h_\sigma(\mathbf r,\mathbf r')=-|\gamma_\sigma(\mathbf r,\mathbf r')|^2/n_\sigma(\mathbf r)$. By (17) it integrates over $\mathbf r'$ to $-1$, and (12) reads

$$E_x=\frac12\sum_\sigma\int d\mathbf r\,n_\sigma(\mathbf r)\int d\mathbf r'\,\frac{h_\sigma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}. \tag{18}$$

An electron at $\mathbf r$ thus interacts with the full density $n$ minus one electron's worth of charge of its own spin, and so with $N-1$ others.

## Worked example: three electrons around a lithium nucleus

Place three electrons in hydrogenic orbitals of nuclear charge $Z=3$, with occupation $1s\!\uparrow$, $1s\!\downarrow$, $2s\!\uparrow$. This is a simple determinant for lithium. The orbitals are not relaxed in the presence of the other electrons, and correlation is absent. The energies below are therefore those of this model and not of the atom, for which unrestricted Hartree-Fock in the cc-pVTZ basis gives $U\approx4.06$ and $E_x\approx-1.78$ hartree. Label $1s$ as 1 and $2s$ as 2.

**Reduction to radial integrals.** The orbitals are spherical, $\varphi=R(r)/\sqrt{4\pi}$, so $1/r_{12}$ may be averaged over the angle between $\mathbf r$ and $\mathbf r'$, whose cosine is $u$:

$$\frac12\int_{-1}^{1}\frac{du}{\sqrt{r^2+r'^2-2rr'u}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{r_>}, \tag{19}$$

where $r_>$ is the larger radius. A radial charge function $q(r)$, with charge $q\,r^2dr$ in a shell, has the potential

$$V(r)=\frac1r\int_0^r q\,s^2ds+\int_r^\infty q\,s\,ds. \tag{20}$$

Differentiating $rV$ once gives $\int_r^\infty q\,s\,ds$, and differentiating again gives $(rV)''=-rq$. In addition $rV=0$ at $r=0$, and $rV$ tends to the total charge at large $r$. These conditions fix $V$, since two solutions could differ in $rV$ only by a linear function, which the two boundary values force to zero.

A hydrogenic orbital for charge $Z$ is $Z^{3/2}\varphi(Z\mathbf r)$, with $\varphi$ the orbital for $Z=1$. Using $Z\mathbf r$ as the integration variable leaves one factor $Z$ from $1/r_{12}$, so every integral is $Z$ times its value at $Z=1$. For $Z=1$,

$$R_1=2e^{-r},\qquad R_2=\tfrac1{\sqrt2}\left(1-\tfrac r2\right)e^{-r/2}. \tag{21}$$

The potentials of $R_1^2$, $R_2^2$ and $R_1R_2$, whose total charges are 1, 1 and 0, are

$$\begin{aligned}
rV_{11}&=1-e^{-2r}(1+r),\\
rV_{22}&=1-e^{-r}\left(1+\tfrac34r+\tfrac14r^2+\tfrac18r^3\right),\\
rV_{12}&=\tfrac{2\sqrt2}{27}\,(3r^2+2r)\,e^{-3r/2}.
\end{aligned} \tag{22}$$

All three have the required boundary values. Their second derivatives are $-4re^{-2r}$, $-\tfrac12r(1-r+\tfrac14r^2)e^{-r}$ and $-\sqrt2\,r(1-\tfrac r2)e^{-3r/2}$, which equal $-rR_1^2$, $-rR_2^2$ and $-rR_1R_2$.

**The four integrals.** Multiply each potential by the second charge function and by $r^2$, and use $\int_0^\infty r^me^{-ar}dr=m!/a^{m+1}$. At $Z=1$,

$$J_{11}=4\int_0^\infty\left[re^{-2r}-(r+r^2)e^{-4r}\right]dr=4\left(\tfrac14-\tfrac1{16}-\tfrac1{32}\right)=\tfrac58,$$

$$\begin{aligned}J_{12}&=\tfrac12\int_0^\infty\left[\left(r-r^2+\tfrac14r^3\right)e^{-r}-\left(r-\tfrac34r^3+\tfrac14r^4\right)e^{-3r}\right]dr\\&=\tfrac12\left(\tfrac12-\tfrac{13}{162}\right)=\tfrac{17}{81},\end{aligned}$$

$$\begin{aligned}J_{22}&=\tfrac12\int_0^\infty\Big[\left(r-r^2+\tfrac14r^3\right)e^{-r}\\&\quad-\left(r-\tfrac14r^2-\tfrac14r^3+\tfrac1{16}r^4-\tfrac1{16}r^5+\tfrac1{32}r^6\right)e^{-2r}\Big]dr=\tfrac12\left(\tfrac12-\tfrac{51}{256}\right)=\tfrac{77}{512},\end{aligned}$$

$$K_{12}=\tfrac4{27}\int_0^\infty\left(2r^2+2r^3-\tfrac32r^4\right)e^{-3r}dr=\tfrac4{27}\left(\tfrac4{27}+\tfrac4{27}-\tfrac4{27}\right)=\tfrac{16}{729}.$$

Multiplied by $Z=3$, in hartree: $J_{11}=1.8750$, $J_{12}=0.6296$, $J_{22}=0.4512$ and $K_{12}=0.0658$.

**Repulsion pair by pair.** Of the three pairs in (15), only $1s\!\uparrow$ with $2s\!\uparrow$ has equal spins:

$$\langle W\rangle=J_{11}+2J_{12}-K_{12}=1.87500+1.25926-0.06584=3.06842\ \text{hartree}. \tag{23}$$

**Repulsion from the densities.** The density is $n=2|\varphi_1|^2+|\varphi_2|^2$, so

$$U=\tfrac12(4J_{11}+4J_{12}+J_{22})=5.2348\ \text{hartree}.$$

The up-spin density matrix contains both orbitals and the down-spin one only $1s$. From (14),

$$\begin{aligned}E_{x\uparrow}&=-\tfrac12(J_{11}+J_{22}+2K_{12})=-1.2289\ \text{hartree},\\ E_{x\downarrow}&=-\tfrac12J_{11}=-0.9375\ \text{hartree}.\end{aligned}$$

Together $E_x=-2.1664$ hartree ($-58.95$ eV), and $U+E_x=5.2348-2.1664=3.0684$ hartree ($83.50$ eV), in agreement with (23). Direct integration of the three-electron wave function gives the same value.

Most of $E_x$ here cancels self-repulsion: $-\tfrac12(2J_{11}+J_{22})=-2.1006$ hartree. The part between different electrons is $-K_{12}=-0.0658$ hartree.

This division depends on the choice of orbitals, although $E_x$ does not. Replace the up-spin orbitals by $(\varphi_1\pm\varphi_2)/\sqrt2$. The cross terms cancel in $\gamma_\uparrow$, which is unchanged, and so is $E_x$. The new orbital densities are $\tfrac12(\varphi_1^2+\varphi_2^2)\pm\varphi_1\varphi_2$. When their self-repulsions are added, the terms linear in $\varphi_1\varphi_2$ cancel, and the sum is $\tfrac12(J_{11}+J_{22})+J_{12}+2K_{12}=1.924$ hartree. Before the rotation it was $J_{11}+J_{22}=2.326$ hartree. The self-interaction part of $E_x$ carries the factor $-\tfrac12$, so its magnitude has shrunk by 0.201 hartree. The part between different electrons has grown by that amount, from $K_{12}=0.066$ to $\tfrac14(J_{11}+J_{22}-2J_{12})=0.267$ hartree.

**The cost of the closed-shell formula.** Here $\gamma_m=\varphi_2(\mathbf r)\varphi_2(\mathbf r')$, so the second term of (16) is $-\tfrac14J_{22}=-0.1128$ hartree. Passing the total density matrix with the factor $-\tfrac14$ would give $-2.0536$ instead of $-2.1664$ hartree, an error of about 5% of $E_x$ in this model. The fraction depends strongly on the system. For a single electron $\gamma_m=\gamma_t$, so half of $E_x$ is lost; with unrestricted Hartree-Fock orbitals the loss is about 3% for lithium and 9% for nitrogen.

## An atom with p orbitals

The lithium example has no angular structure. In the nitrogen atom in its quartet state, with five up and two down electrons, the spin densities are still spherical, but the three occupied p orbitals make $\gamma_\uparrow(\mathbf r,\mathbf r')$ depend on the angle between $\mathbf r$ and $\mathbf r'$. In unrestricted Hartree-Fock with the 6-31G basis, the double integral (12), with its outer integration done on a spatial grid, gives $-4.1512$ hartree for spin up and $-2.4518$ hartree for spin down. The sums of exchange integrals (14) agree to the digits shown. The total is $E_x=-6.603$ hartree, against $U=26.139$ hartree. These values belong to this small basis and to a nonrelativistic single determinant without correlation. They are not converged to the digits shown: bases from cc-pVDZ to aug-cc-pVQZ shift $E_x$ by 0.003 to 0.007 hartree and $U$ by 0.016 to 0.041 hartree, with $E_x=-6.606$ and $U=26.155$ hartree in aug-cc-pVQZ. The unrestricted determinant is close to, but not exactly, a pure quartet; (12) needs only pure-spin orbitals and is unaffected. The agreement concerns two evaluations of the same quantity at that level.

## Computed results

```
LATTICE DETERMINANT (model energy units)
sites, up electrons, down electrons: 5, 3, 2
repulsion from full wave function: 4.58297075
U: 6.46190017
Ex with modulus squared: -1.87892942
U + Ex: 4.58297075
U + Ex with plain square (wrong): 4.89602606
spin-mixed, full wave function: 4.26436501
spin-mixed, all blocks of gamma: 4.26436501
spin-mixed, same-spin blocks only (wrong): 4.61426705
LITHIUM, HYDROGENIC ORBITALS (hartree unless stated)
nuclear charge Z: 3
J11/Z exact: 5/8; J11: 1.875000
J12/Z exact: 17/81; J12: 0.629630
J22/Z exact: 77/512; J22: 0.451172
K12/Z exact: 16/729; K12: 0.065844
repulsion from three-electron wave function: 3.068416
J11 + 2 J12 - K12: 3.068416
J11 + 2 J12, without exchange: 3.134259
same-spin pair, J12 - K12: 0.563786
opposite-spin pairs, J11 + J12: 2.504630
U: 5.234845
Ex spin up: -1.228930
Ex spin down: -0.937500
Ex total: -2.166430
Ex total in eV: -58.952
self-interaction part of Ex: -2.100586
part of Ex between different electrons: -0.065844
U + Ex: 3.068416
U + Ex in eV: 83.496
NITROGEN ATOM, UHF/6-31G, QUARTET (hartree)
number of grid points: 13904
Ex up, double integral on grid: -4.15122
Ex up, sum of exchange integrals: -4.15122
Ex down, double integral on grid: -2.45179
Ex down, sum of exchange integrals: -2.45179
Ex total, sum of exchange integrals: -6.60301
U: 26.13905
U + Ex: 19.53604
one-electron energy: -73.92104
total energy: -54.38501
```
